# Choosing Scattering-Matrix or Transfer-Matrix Propagation for Tunnelling Multilayers

## What scaling fixes

Programs that compute electron transmission through a layered film may offer two ways of joining the layers: multiply transfer matrices, or compose scattering matrices. In exact arithmetic the two agree. Their rounding errors differ, and a scaling symmetry restricts the form of the transfer-matrix error.

Multiplying every entry of the stored transfer product by the same power of two changes floating-point exponents but not digits, provided nothing overflows or underflows. The later steps are linear, apart from a final inversion that also respects this scaling. A relative rounding error can therefore depend only on ratios of magnitudes. Suppose that the solutions in a film of $n$ periods grow as $e^{ng_1}$ and $e^{ng_2}$, with $g_2>g_1>0$, and that the transmission is read from the slower one. To first order in the relative spacing of double-precision numbers, $\varepsilon=2^{-52}$, the natural form is

$$\text{relative error}\sim\varepsilon\,e^{n(g_2-g_1)}. \tag{1}$$

Scaling admits this form; the rounding analysis below shows that this ratio is the relevant one. Overflow breaks the symmetry, so it depends on $g_2$ itself.

## Model and conventions

The electrons are coherent and elastic, with unit mass. In atomic units each uniform layer obeys

$$-\tfrac12\psi''+V\psi=E\psi,\qquad \psi''=K^2\psi,\qquad K^2=2(V-E). \tag{2}$$

Here $\psi$ is a column of channel amplitudes and $V$ a real symmetric matrix. We assume that $K^2$ is positive definite in every layer, so there are no wells. The eigenvalues $\kappa$ of $K$ lie between $\kappa_{lo}$ and $\kappa_{hi}$ over all layers.

The leads are identical and their channels are open, with wavenumbers $k_n$ forming a diagonal matrix $k$. We write

$$\psi=k^{-1/2}(a+b),\qquad \psi'=ik^{1/2}(a-b), \tag{3}$$

with $a$ moving right and $b$ left. The flux is $\mathrm{Im}\,\psi^\dagger\psi'=\mathrm{Re}\,(a+b)^\dagger(a-b)=|a|^2-|b|^2$, because the cross terms $b^\dagger a-a^\dagger b$ are imaginary.

The growth factors come in reciprocal pairs. For two solutions, $\psi_1^T\psi_2'-\psi_1'^T\psi_2$ is constant because $K^2$ is symmetric. The period matrix $M$ thus satisfies $M^TJM=J$, with $J$ the antisymmetric matrix of this form, and $M^{-1}=J^{-1}M^TJ$ has the same eigenvalues as $M$. None has modulus one: $\mathrm{Re}\,\psi^\dagger\psi'$ would then repeat after a period, whereas its derivative $|\psi'|^2+\psi^\dagger K^2\psi$ is positive. With two channels the moduli are $e^{\pm g_1}$ and $e^{\pm g_2}$.

## The direct product

Solving (2) from the left edge of a layer of thickness $d$ gives

$$\begin{pmatrix}\psi(d)\\ \psi'(d)\end{pmatrix}=
\begin{pmatrix}\cosh Kd&K^{-1}\sinh Kd\\K\sinh Kd&\cosh Kd\end{pmatrix}
\begin{pmatrix}\psi(0)\\ \psi'(0)\end{pmatrix}. \tag{4}$$

Replacing $d$ by $-d$ inverts the matrix. Start with an outgoing wave $c$ on the right, $\psi=k^{-1/2}c$ and $\psi'=ik^{1/2}c$, and multiply back to the left lead. Inverting (3) there gives

$$a=\tfrac12(k^{1/2}\psi-ik^{-1/2}\psi')=Fc,\qquad b=\tfrac12(k^{1/2}\psi+ik^{-1/2}\psi')=Gc. \tag{5}$$

Since $c=ta$ and $b=ra$, we have $t=F^{-1}$ and $r=GF^{-1}$. The total transmission below is $\sum_{ij}|t_{ij}|^2$, summed over incoming and outgoing channels; with two channels its upper limit is two, not one.

Generically $F$ has singular values of order $e^{ng_1}$ and $e^{ng_2}$. Inversion exchanges their importance: the *small* one supplies the dominant transmission amplitude, $e^{-ng_1}$. After $m$ periods the stored product has size $e^{mg_2}$, so rounding adds an error $\varepsilon e^{mg_2}$ in all directions. In the slow direction the remaining periods multiply it by $e^{(n-m)g_1}$. Relative to the needed part, $e^{ng_1}$, it is

$$\frac{\varepsilon e^{mg_2}e^{(n-m)g_1}}{e^{ng_1}}=\varepsilon e^{m(g_2-g_1)}. \tag{6}$$

The sum over $m$ is geometric and dominated by $m=n$, which gives (1). This is an order-of-magnitude law for generic coupling. If all layer matrices are diagonal in the stored basis, the channels never mix and this loss is absent.

Setting (1) to one, and setting $e^{ng_2}$ to the largest double-precision number, about $2^{1024}$, gives

$$n_{loss}=\frac{52\ln2}{g_2-g_1}=\frac{36.04}{g_2-g_1},\qquad n_{over}=\frac{1024\ln2}{g_2}=\frac{709.8}{g_2}. \tag{7}$$

The ratio $n_{over}/n_{loss}$ is $19.7\,(1-g_1/g_2)$, so accuracy is lost before overflow unless $g_1$ exceeds about $0.95\,g_2$. Beyond $n_{loss}$ the small singular value of $F$ is replaced by noise of order $\varepsilon e^{ng_2}$, which is larger. The computed $t$ is then too small, and its relative error tends to one. The result is usually a plausible small number, with no overflow to reveal the fault. Occasionally rounding makes the computed $F$ exactly singular, and the inversion then fails visibly.

## One channel: what survives

With one channel $F$ is a number and has no weak direction to lose. For a uniform barrier of thickness $D$, (4) with $-D$ gives

$$\psi(0)=k^{-1/2}\cosh\kappa D-\frac{ik^{1/2}}{\kappa}\sinh\kappa D,$$
$$\psi'(0)=-\kappa k^{-1/2}\sinh\kappa D+ik^{1/2}\cosh\kappa D.$$

Inserting these in (5),

$$F=\cosh\kappa D+\frac i2\left(\frac\kappa k-\frac k\kappa\right)\sinh\kappa D. \tag{8}$$

The real part is a sum of positive exponentials, so $1/F$ is accurate until overflow. Using $\cosh^2=1+\sinh^2$,

$$|t|^2=\frac1{1+\frac14(\kappa/k+k/\kappa)^2\sinh^2\kappa D}\simeq\frac{16\,e^{-2\kappa D}}{(\kappa/k+k/\kappa)^2}, \tag{9}$$

the last form holding for $\kappa D\gg1$.

Two other uses of the same matrices fail. In the amplitude basis the forward matrix $T$ gives $c=T_{11}a+T_{12}b$ and $0=T_{21}a+T_{22}b$. Eliminating $b$,

$$t=T_{11}-T_{12}T_{22}^{-1}T_{21}. \tag{10}$$

Both terms are of order $e^{\kappa D}$ and their difference is of order $e^{-\kappa D}$, so the relative error is of order $\varepsilon e^{2\kappa D}$. Marching the decaying solution $(1,-\kappa)$ forward fails in the same way: rounding seeds a growing part $\varepsilon e^{\kappa x}$, which overtakes $e^{-\kappa x}$ near $x=36.04/(2\kappa)$.

As an example, take a 1.8 eV barrier, 60 Å thick, cut into 1 Å slices, with $E=1$ eV above the lead threshold. Then $k=0.5123$ Å⁻¹ and $\kappa=k\sqrt{0.8}=0.4582$ Å⁻¹. Equation (9) has prefactor $16/(0.894+1.118)^2=3.95$ and gives $|t|^2=5.2\times10^{-24}$. Relative to a high-precision evaluation, the amplitude from $F^{-1}$ has error $8\times10^{-16}$, while (10) has error $6\times10^7$; the estimate $\varepsilon e^{2\kappa D}$ is $1.7\times10^8$.

The marched solution should be lost near 39.3 Å, and its error first exceeds 100% at 43 Å. Its error at the far side, $1.1\times10^7$, is 0.065 of the estimate. A seed smaller by that factor delays the loss by $\ln(1/0.065)/(2\kappa)\simeq3$ Å, which accounts for the difference to within a slice.

## Scattering matrices for the pieces

Insert a zero-width gap between neighbouring layers, with one real wavenumber $k_0$ for all channels. A zero-width gap changes no physics. In an eigenchannel of $K$, matching $e^{ik_0x}+\rho e^{-ik_0x}$ to a decaying wave gives $ik_0(1-\rho)=-\kappa(1+\rho)$, so

$$\rho=\frac{k_0-i\kappa}{k_0+i\kappa},\qquad|\rho|=1. \tag{11}$$

The amplitude entering the barrier is $1+\rho$. Matching from inside gives reflection $-\rho$ and exit amplitude $1-\rho$. Each crossing of the layer contributes $\eta=e^{-\kappa d}<1$. Summing the internal reflections, whose ratio is $\rho^2\eta^2$,

$$t=\frac{(1+\rho)\eta(1-\rho)}{1-\rho^2\eta^2}=\frac{(1-\rho^2)\eta}{1-\rho^2\eta^2}, \tag{12}$$
$$r=\rho-\frac{\rho(1-\rho^2)\eta^2}{1-\rho^2\eta^2}=\frac{\rho(1-\eta^2)}{1-\rho^2\eta^2}. \tag{13}$$

Only decaying exponentials occur. Because $k_0$ is common to all channels, the eigenvectors of $K$ rotate these numbers into the layer's matrices. A step from lead to gap has $r=(k_n-k_0)/(k_n+k_0)$ and $t=2\sqrt{k_nk_0}/(k_n+k_0)$; from the other side $r$ changes sign.

## Composition

Let $A$ lie left of a gap and $B$ right of it. Primes denote incidence from the right, with $a$ arriving from the left and $f$ from the right. The gap amplitudes $u$ (right-moving) and $w$ (left-moving) obey

$$u=t_Aa+r'_Aw,\qquad w=r_Bu+t'_Bf. \tag{14}$$

Define $X=(1-r'_Ar_B)^{-1}$ and $X'=(1-r_Br'_A)^{-1}$. For $f=0$, $u=Xt_Aa$; for $a=0$, $w=X't'_Bf$. Following the outgoing waves,

$$t=t_BXt_A,\qquad r=r_A+t'_Ar_BXt_A,$$
$$t'=t'_AX't'_B,\qquad r'=r'_B+t_Br'_AX't'_B. \tag{15}$$

Flux conservation makes every complete scattering matrix unitary, so no block has norm above one and overflow cannot start there. Very small transmissions can still underflow. The remedy is to store $t=e^{-s}\hat t$ with $\|\hat t\|=1$, and likewise $t'$, and to add logarithms at each composition.

## Why the inverse stays moderate

The remaining danger is a large $X$. Define $\psi'=Y_A\psi$ at the gap for the solution fixed by the left side, and $\psi'=Y_B\psi$ for the right. From (3) with $k=k_0$, $Y_A(1+r'_A)=ik_0(r'_A-1)$ and $Y_B(1+r_B)=ik_0(1-r_B)$, so

$$r'_A=(ik_0-Y_A)^{-1}(ik_0+Y_A),\quad r_B=(ik_0-Y_B)(ik_0+Y_B)^{-1}. \tag{16}$$

Taking the outer inverses out of $1-r'_Ar_B$ leaves

$$(ik_0-Y_A)(ik_0+Y_B)-(ik_0+Y_A)(ik_0-Y_B)=2ik_0(Y_B-Y_A),$$

and therefore

$$X=\frac{(ik_0+Y_B)(Y_B-Y_A)^{-1}(ik_0-Y_A)}{2ik_0}. \tag{17}$$

**Left side.** Differentiating $\psi'=Y\psi$ gives $Y'=K^2-Y^2$. The difference $\Delta$ of two symmetric solutions obeys $\Delta'=-Y_1\Delta-\Delta Y_2$. Hence $\Delta=\Psi_1^{-T}\Delta_0\Psi_2^{-1}$, where $\Psi_j'=Y_j\Psi_j$ and $\Psi_j(0)=1$. The $\Psi_j$ grow at least as $e^{mg_1}$, so the lead is forgotten as $e^{-2mg_1}$. We may then start from a real matrix between $\kappa_{lo}$ and $\kappa_{hi}$. For $\Delta=Y-\kappa_{lo}$,

$$\Delta'=K^2-\kappa_{lo}^2-\tfrac12[(Y+\kappa_{lo})\Delta+\Delta(Y+\kappa_{lo})].$$

The source $K^2-\kappa_{lo}^2$ is nonnegative and the linear part preserves positivity, so $\Delta\ge0$. The same argument for $\kappa_{hi}-Y$ gives $\kappa_{lo}\le Y_A\le\kappa_{hi}$ deep in the film, up to exponentially small terms.

**Right side.** Let $B$ be one layer followed by a gap, where $\psi'/\psi=ik_0$. With $\tau=\tanh\kappa d$, (4) gives in each eigenchannel

$$y=\frac{\kappa(ik_0-\kappa\tau)}{\kappa-ik_0\tau},\qquad |y|^2=\frac{\kappa^2(k_0^2+\kappa^2\tau^2)}{\kappa^2+k_0^2\tau^2}. \tag{18}$$

The real part is negative, and $|y|\le k_0$ if $\kappa\le k_0$. Choose $k_0=\kappa_{hi}$. The Hermitian part of $Y_A-Y_B$ is then at least $\kappa_{lo}$, and the outer factors in (17) have norms at most $2k_0$ and $\sqrt2k_0$:

$$\|X\|\le\frac{2k_0\cdot\sqrt2k_0}{2k_0\kappa_{lo}}=\sqrt2\,\frac{\kappa_{hi}}{\kappa_{lo}}. \tag{19}$$

The final lead step, with $Y_B=ik$, obeys the same bound if every $k_n\le\kappa_{hi}$, as in the two-channel example below.

An error of relative size $\varepsilon$ made in $t$ after $m$ periods is later reduced by about $e^{-(n-m)g_1}$, as $t$ itself is. Its relative size does not grow exponentially. Errors in $r'$ are forgotten like those in $Y_A$. This is a leading-rate estimate, not a strict error bound.

The accuracy is relative to the norm of $t$. The ratio of its two singular values is about $e^{-n(g_2-g_1)}$, which falls below $\varepsilon$ at the same $n_{loss}$. The scattering result then keeps the strong transmission but need not resolve the weak one.

## A two-channel multilayer

The model has round parameters and represents no particular material. The lead thresholds are 0 and 0.5 eV, and $E=1$ eV. Layers P (4 Å) and Q (3 Å) alternate, with

$$V_P=\begin{pmatrix}1.4&1\\1&7\end{pmatrix}\text{eV},\qquad V_Q=\begin{pmatrix}1.6&-1\\-1&9\end{pmatrix}\text{eV}.$$

The eigenvalues of $V_P-E$ are $3.2\pm\sqrt{2.8^2+1}=0.227$ and 6.173 eV. A 1 eV barrier has $\kappa=0.5123$ Å⁻¹, so multiplying by the square roots gives 0.244 and 1.273 Å⁻¹. For Q the values are 0.350 and 1.461 Å⁻¹.

Adding $\kappa d$ over a period gives 2.03 and 9.47. The eigenvectors differ between layers, so these sums are estimates; diagonalizing the period matrix gives $g_1=2.256$ and $g_2=9.394$. Hence $n_{loss}=36.04/7.137=5.05$ periods, or 35.4 Å (66.8 bohr).

The errors below are Frobenius norms of the error in $t$ divided by the norm of $t$. The reference uses matrix exponentials with more than sixty digits.

| Periods | Total transmission | Scattering error | Transfer error |
|---:|---:|---:|---:|
| 1 | $4.0\times10^{-2}$ | $2\times10^{-16}$ | $1\times10^{-14}$ |
| 3 | $4.9\times10^{-6}$ | $1\times10^{-15}$ | $2\times10^{-8}$ |
| 4 | $5.4\times10^{-8}$ | $2\times10^{-15}$ | $1\times10^{-5}$ |
| 5 | $5.9\times10^{-10}$ | $3\times10^{-15}$ | $2\times10^{-2}$ |
| 6 | $6.5\times10^{-12}$ | $3\times10^{-15}$ | 1.0 |
| 8 | $7.8\times10^{-16}$ | $4\times10^{-15}$ | 1.0 |

At five periods (1) gives 0.7, while the error is 0.016: the law fixes the growth, not the prefactor. Averaged over eleven energies from 0.95 to 1.05 eV, the logarithm of the error grows by 7.02 per period between two and four periods, against $g_2-g_1=7.14$.

From the fifth to the twelfth period the largest $\|X\|$ is 1.12; the bound (19) is 8.5. Overflow of the transfer product occurs in period 76, as $709.8/9.394=75.6$ suggests.

At 200 periods scattering composition gives $\log_{10}$ of the total transmission as $-391.42$. Continuing from eight periods gives the same: $-15.11-192(2\times2.2565)/\ln10=-391.42$. This tests arithmetic; it does not predict a measurable current.

The relative error there is $2\times10^{-12}$, more than linear growth from eight periods would give. Rounding of the stored logarithm, which reaches $s\simeq451$, is large enough to account for this. An absolute error in $s$ is a relative error in $t$, and 400 additions with average magnitude $s/2$ can contribute up to about $400(\varepsilon/2)(s/2)=10^{-11}$. This contribution was not isolated.

## Choosing the setting

For several coupled channels, choose scattering composition unless the film is thin by the following measure. For a desired relative error $\delta$, the direct product is limited to roughly

$$n\lesssim\frac{\ln(\delta/\varepsilon)}{g_2-g_1}. \tag{20}$$

For $\delta=10^{-6}$ this is $22.2/7.137=3.1$ periods here. If the eigenvectors of $K$ are similar in all layers, as here, sums of $\kappa d$ suffice for a first estimate; otherwise diagonalize the period matrix. If $g_2-g_1$ approaches 36, rounding in double precision can spoil the computed $g_1$ as well, but the direct product then fails within about one period anyway. With more channels, replace $g_2$ by the largest exponent and $g_1$ by the smallest. Equation (20) omits the prefactor of (1), which was about 0.02 in the example, so it is a cautious estimate there. Enlarging a lateral basis adds rapidly decaying channels, so a convergence study can make the direct product worse while the physical model improves. Such channels are usually closed in the leads; the unitarity argument and the bound for the final lead step were derived here for open lead channels only. Higher precision increases $\ln(1/\varepsilon)$ and postpones the loss in proportion, without removing it.

For one channel and barrier layers only, the backward product is adequate below overflow; avoid (10) and forward marching. If a program lets you choose the reference wavenumber, $k_0=\kappa_{hi}$ gives (19) under the conditions of its derivation: barrier layers, added one at a time, deep in the film.

If a layer contains a well, $K^2$ is no longer positive definite and (19) does not apply. Near a resonance the left and right logarithmic derivatives can nearly match, $Y_B-Y_A$ becomes nearly singular, and $X$ becomes large. Scattering composition still avoids growing exponentials, but the result is then sensitive to small changes in energy and layer parameters.
